# Why Random Traps and Random Barriers Diffuse Differently on a Square Lattice

**Q.** I have two models of polaron hopping in one atomic layer. In one the sites have random depths; in the other the sites are level and the saddles between them have random heights. I draw the hop rates from the same distribution in both. Why should the diffusion coefficients differ?

**A.** Because a walker can go round a bad bond, but it cannot recognise a bad site before entering it. To make that precise, let the sites form a square lattice of spacing \(a\), with hops between nearest neighbours.

- Traps: each of the four hops out of site \(i\) has rate \(w_i\), whatever the destination.
- Barriers: bond \(b\) is crossed at rate \(w_b\) in both directions.

The rates are independent draws from one law with finite \(\langle w\rangle\) and \(\langle 1/w\rangle\). There is one walker, so carriers do not block each other. I define \(D\) by \(\langle R^2\rangle=4Dt\) at long times, or \(\langle \Delta x^2\rangle=2D_{xx}t\) along one axis.

In a trap model the next site is chosen with probability 1/4 for each neighbour, because the four rates are equal. The path is thus an ordinary random walk that knows nothing of the depths, and in the long run it visits all sites equally often. A visit to site \(i\) lasts \(1/(4w_i)\) on average, so the waiting times add. With barriers, the walker leaves mostly across the fast bonds.

**Q.** Can both cases be put into one calculation, so that I see where they part?

**A.** Yes. Repeat a cell of \(N=L\times L\) sites periodically, and let \(W_{ij}\) be the rate from \(i\) to \(j\). Look for a corrected coordinate \(h_i=x_i+\chi_i\), with \(\chi\) periodic, that has no average drift at any site:

\[
\sum_j W_{ij}(h_j-h_i)=0. \tag{1}
\]

Start at site 0 and write \(H=h-h_0\). The mean of \(H^2\) grows at the rate

\[
\frac{d\langle H^2\rangle}{dt}=\Big\langle\sum_j W_{ij}(H_j^2-H_i^2)\Big\rangle
=\Big\langle\sum_j W_{ij}\big[(H_j-H_i)^2+2H_i(H_j-H_i)\big]\Big\rangle .
\]

The last term vanishes by (1). After a long time site \(i\) is occupied with its equilibrium probability \(\pi_i\), whatever the start, and the growth rate becomes constant. The true displacement \(\Delta x\) differs from \(H\) by a difference of two \(\chi\) values, which stays bounded while \(H\) grows as \(\sqrt t\). Hence, at long times,

\[
D_{xx}=\tfrac12\sum_i\pi_i\sum_jW_{ij}(h_j-h_i)^2. \tag{2}
\]

The models part at \(\chi\).

**Q.** What does (2) give for the traps?

**A.** Equilibrium requires equal flow both ways on each bond, \(\pi_iw_i=\pi_jw_j\), so \(\pi_i=(1/w_i)/\sum_k(1/w_k)\). Equation (1) already holds with \(\chi=0\): the hops to \(+a\) and \(-a\) have the same rate and cancel. Two of the four hops change \(x\), each by \(a\) in size, so

\[
D_{\rm trap}=\tfrac12\sum_i\pi_i\,2a^2w_i=a^2\frac{N}{\sum_k1/w_k}\;\longrightarrow\;\frac{a^2}{\langle1/w\rangle}. \tag{3}
\]

This is the harmonic mean of the rates. No symmetry of the distribution was used, and on a square, cubic or linear lattice the argument is the same for each axis.

As a check on a 10×10 cell, I computed \(D\) from the slowest decay rate of a long density ripple, which does not use (2). In units of \(a^2\) times the median rate it came to 0.0619, and the harmonic mean of that cell's rates is also 0.0619.

**Q.** And for the barriers?

**A.** The rates are symmetric, so equilibrium is uniform, \(\pi_i=1/N\). Now \(\chi\) cannot vanish, because the bonds to the left and right of a site differ. Equation (1) can still be solved: its source terms \(\sum_jw_{ij}(x_j-x_i)\) add up to zero over the cell, since each bond enters once with \(+a\) and once with \(-a\).

Each bond appears twice in the double sum of (2), which cancels the factor 1/2:

\[
D_{xx}=\frac1N\sum_b w_b e_b^2,\qquad e_b=h_j-h_i. \tag{4}
\]

Read \(h\) as a voltage, \(w_b\) as a conductance and \(j_b=w_be_b\) as a current. Then (1) is current balance at each node, and (4) is the dissipated power per site.

Let \(\mathbf E\) and \(\mathbf J\) be the mean drop and mean current on the \(x\)- and \(y\)-bonds, and define the effective conductance tensor by \(\mathbf J=G\mathbf E\). Summing by parts and using current balance, the \(\chi\) part of the drops contributes nothing to \(\sum_bj_be_b\). What remains is \(N\,\mathbf J\cdot\mathbf E\). With \(\mathbf E=(a,0)\), equation (4) becomes \(D_{xx}=a^2G_{xx}\).

**Q.** Where does that conductance lie?

**A.** Between the harmonic and the arithmetic mean. Add to the true drops \(e\) the differences \(d\eta\) of any periodic function \(\eta\). The cross term in the power is \(2\sum_bj_b\,d\eta_b=0\), again by current balance, so the true drops give the least power. A uniform gradient is one such trial, so \(G_{xx}\le\langle w\rangle\).

Likewise, add to the true currents \(j\) any balanced currents \(q\) of zero mean. The cross term in \(\sum_b j_b^2/w_b\) is \(2\sum_be_bq_b=0\), so the true currents also give the least power at fixed \(\mathbf J\). A uniform current is a trial, so \((G^{-1})_{xx}\le\langle1/w\rangle\). For an isotropic large sample,

\[
\frac1{\langle1/w\rangle}\le G\le\langle w\rangle .
\]

The lower bound is the trap result. It would be reached if the current flowed uniformly, without detours.

**Q.** Is the detour really the cause, or just a way of speaking?

**A.** Take the detours away and see. On a chain the same current \(j\) crosses every bond. The drops \(j/w_b\) must add up to \(Na\), so \(j=a/\langle1/w\rangle\), and barriers then also give the harmonic mean.

Widening the chain into a periodic strip opens the detours. For the Gaussian law of the example below, \(D/a^2\) along the strip, in units of the median rate, is 0.155 at width 1, 0.56 at width 2, 0.89 at width 4 and 0.996 at width 16. Each value comes from a single strip of 32768 sites and scatters by about 0.01 from draw to draw; averages over 24 strips are 0.153, 0.55, 0.88 and 0.995.

In 48×48 cells, the slowest tenth of the bonds along the gradient carries 0.08 of the mean current per bond, and the fastest tenth carries 1.97. In the trap model with the same law, the slowest tenth of the sites receives a tenth of the visits but holds the walker for 74% of the time.

**Q.** The wide strips approach the median rate. Why that value, out of everything between the bounds?

**A.** Because of a property of the square lattice: rotating the currents by 90° gives another valid network problem. Put a new site at the centre of each square. Each old bond is then crossed by one new bond. Mark new quantities by a star and set

\[
e^*_y=j_x,\quad j^*_y=e_x,\qquad e^*_x=-j_y,\quad j^*_x=-e_y .
\]

Three things must be checked.

- Ohm's law: \(j^*_y=e_x=j_x/w=e^*_y/w\), and \(j^*_x=-e_y=-j_y/w=e^*_x/w\). The crossing bond has conductance \(1/w\).
- Voltage: the sum of \(e^*\) around an old site is the net old current out of it, which is zero.
- Current: the net \(j^*\) out of a new site is, up to sign, the sum of \(e\) around an old square, which is zero.

For the means, \(\mathbf E^*=R\mathbf J\) and \(\mathbf J^*=R\mathbf E\), where \(R(v_x,v_y)=(-v_y,v_x)\). Therefore \(\mathbf J^*=RG^{-1}\mathbf J=RG^{-1}R^{-1}\mathbf E^*\). The tensor \(G\) is symmetric: for two solutions with drops \(e\) and \(e'\), summing by parts gives \(\mathbf E'\cdot G\mathbf E=\frac1N\sum_bw_be'_be_b\), which does not change when the two are exchanged. Its inverse has diagonal entries \(G_{yy},G_{xx}\) and off-diagonal entry \(-G_{xy}\), all divided by \(\det G\). The rotation exchanges the diagonal entries and reverses the off-diagonal sign, so

\[
G^*=RG^{-1}R^{-1}=\frac{G}{\det G},\qquad \det G^*=\frac1{\det G}. \tag{5}
\]

This holds for each finite periodic cell, before any averaging. In one 10×10 cell the two determinants were 0.64535 and 1.54955, whose product is 1.0000.

**Q.** So far that relates two different networks. How does it fix one of them?

**A.** Here the symmetry of the distribution enters. Define \(w_g\) by \(\ln w_g=\langle\ln w\rangle\) and let \(u=\ln(w/w_g)\). Suppose \(u\) and \(-u\) are equally likely; this is what log-symmetric means. Measure rates in units of \(w_g\). The new network has conductances \(e^{-u}\), which follow the same law as the old \(e^{u}\), and they are again independent on a square lattice of the same size. Its average \(\langle\ln\det G^*\rangle\) must therefore equal \(\langle\ln\det G\rangle\). By (5) it is also the negative of it. Hence, with units restored,

\[
\langle\ln\det G\rangle=2\ln w_g \tag{6}
\]

for every size of square cell.

In a large sample I assume self-averaging: \(G\) tends to a value that no longer depends on the draw. The law of the bonds is unchanged by a 90° turn, so this limit is a number times the unit matrix, and (6) makes the number \(w_g\):

\[
D_{\rm barrier}=a^2w_g=a^2e^{\langle\ln w\rangle}. \tag{7}
\]

Numerically, the mean of \(\tfrac12\ln\det G-\ln w_g\) for the Gaussian law was \(-0.004\pm0.005\) in 48×48 cells and \(-0.016\pm0.013\) in 6×6 cells. For rates of 0.1 or 10 with equal odds it was \(0.006\pm0.013\). The errors are standard errors of the mean.

**Q.** Do I need the log-symmetry for both results?

**A.** Only for the barriers. Take \(w=100\) on 20% of the bonds and \(w=1\) on the rest. The geometric mean is 2.51, but the network gives 1.65. The dual network then has mostly fast bonds and a few slow ones, which is a different law, and (5) no longer fixes \(G\).

For a log-symmetric law the trap result simplifies as well, since \(\langle e^{-u}\rangle=\langle e^{u}\rangle=\langle\cosh u\rangle\):

\[
\frac{D_{\rm trap}}{D_{\rm barrier}}=\frac1{\langle\cosh u\rangle}=\frac{w_g}{\langle w\rangle}\le1. \tag{8}
\]

For weak disorder this is \(1-\langle u^2\rangle/2\), so the difference is of second order in the spread. For rates of 0.1 or 10 with equal odds it is \(2/(10+0.1)\approx0.2\): the traps are five times slower, with the rate distribution held fixed.

**Q.** My disorder is in energies. What do the formulas say then?

**A.** Let \(w=\nu e^{-E/kT}\), with \(E\) Gaussian of mean \(E_0\) and standard deviation \(\sigma\). For traps, \(E\) is the height of a common saddle level above the site. For barriers, it is the height of the saddle above the common site level. Then \(u=-(E-E_0)/kT\) is Gaussian with standard deviation \(s=\sigma/kT\), hence log-symmetric, and \(w_g=\nu e^{-E_0/kT}\). Completing the square,

\[
-u-\frac{u^2}{2s^2}=-\frac{(u+s^2)^2}{2s^2}+\frac{s^2}2
\quad\Rightarrow\quad\langle e^{-u}\rangle=e^{s^2/2}.
\]

Therefore

\[
D_{\rm barrier}=a^2\nu e^{-E_0/kT},\qquad
D_{\rm trap}=a^2\nu\exp\!\Big(-\frac{E_0}{kT}-\frac{\sigma^2}{2(kT)^2}\Big). \tag{9}
\]

The shifted Gaussian is the distribution of occupied sites: carriers sit on average \(\sigma^2/kT\) below the mean site energy. The slope of \(-\ln D\) against \(1/kT\) shows the same energy. It is \(E_0\) for barriers and \(E_0+\sigma^2/kT\) for traps.

**Q.** Please put in numbers for something like a NiO layer.

**A.** The Ni sites of one (001) layer form a square lattice. I take \(a=0.30\) nm, a phonon quantum of 0.07 eV, \(E_0=0.20\) eV and \(\sigma=0.05\) eV. The phonon quantum divided by Planck's constant gives \(\nu=1.69\times10^{13}\) s⁻¹. At 300 K, \(kT=0.02585\) eV, so

\[
w_g=1.69\times10^{13}\,e^{-0.20/0.02585}=7.4\times10^{9}\ {\rm s^{-1}},
\]
\[
D_{\rm barrier}=(3.0\times10^{-8}\,{\rm cm})^2\,w_g=6.7\times10^{-6}\ {\rm cm^2/s}.
\]

With \(s=0.05/0.02585=1.93\), the trap factor is \(e^{-s^2/2}=0.154\), and \(D_{\rm trap}=1.0\times10^{-6}\) cm²/s.

For the mobility \(\mu\), note that in equilibrium drift and diffusion cancel. For dilute carriers of density \(n\) in a weak field \(F\), \(n\mu F=D\,dn/dx\) with \(dn/dx=neF/kT\). So \(\mu=eD/kT\), which gives \(2.6\times10^{-4}\) cm²/Vs for barriers and \(4.0\times10^{-5}\) cm²/Vs for traps.

At 400 K the diffusion coefficients are \(4.6\times10^{-5}\) and \(1.6\times10^{-5}\) cm²/s, and their ratio has risen from 0.15 to 0.35. The apparent activation energies of \(D\) at 300 K are 0.20 eV for barriers and \(0.20+0.05^2/0.02585=0.297\) eV for traps.

**Q.** How could I tell the two apart in a measurement?

**A.** Within the model there are two signatures, but neither is decisive for real polarons, as the last answer shows. On an Arrhenius plot of \(D\), barriers give a straight line, while traps give a curve that steepens on cooling.

The other is the time dependence in equilibrium. For traps \(\chi=0\), so \(\langle\Delta x^2\rangle=2Dt\) holds from the first instant. For barriers the uniform equilibrium gives an initial slope \(2a^2\langle w\rangle\), which falls to \(2a^2w_g\) as the walker meets the slow bonds. By (8) that is a drop by \(1/0.154\approx6.5\) at 300 K.

The preparation matters. If carriers are injected uniformly over traps, they too start at \(a^2\langle w\rangle\) and slow down as they settle into the deep sites. In the 10×10 trap cell, \(D\) fell from 4.46 to 0.062 in units of \(a^2w_g\). So small a cell departs from the infinite-lattice value of 0.154 because a few deep sites dominate \(\langle1/w\rangle\).

**Q.** How far would a real NiO film depart from this?

**A.** The spacing and the phonon quantum are roughly those of the oxide. \(E_0\) and \(\sigma\) are assumed round values, so the mobilities are illustrations, not predictions for NiO. A film of many layers also breaks the assumption of a single layer. In a thick film the Ni sites form an fcc lattice, where rotating currents by 90° does not produce a dual network of bonds. With the same Gaussian law at 300 K, the barrier \(D\) is then about 2.5 times its value for uniform rates \(w_g\). The trap factor stays at 0.154, since opposite hops still cancel. The ratio of traps to barriers thus falls to \(0.154/2.5\approx0.06\): the contrast grows, but the geometric mean is lost.

Diagonal hops matter even within the layer. Diagonal Ni neighbours have an oxygen between them, so these hops need not be negligible. Suppose their rates have one tenth of the median and the same spread. For traps, four more hops per site each change \(x\) by \(a\), which multiplies \(D\) by \(1+2\times0.1=1.2\). For barriers the computed factor is 1.9. I read the larger factor as the gain from fast diagonal bonds that bypass slow ones, but I have not tested that separately.

**Q.** And the hopping law itself, the carrier density and the field?

**A.** Thermal activation over the barrier is itself an approximation. In the nonadiabatic small-polaron rate with one phonon energy \(\hbar\omega\), the exponent is \(-(4E_0/\hbar\omega)\tanh(\hbar\omega/4kT)\), which tends to \(-E_0/kT\) at high temperature. At 300 K this raises the median rate by a factor of 2.7, with the prefactor held fixed. If all rates are multiplied by this same factor, it cancels in the ratio of traps to barriers. For barriers, the random part of the height may enter through the same tanh. That narrows the spread of \(\ln w\) but leaves its median, and so (7), unchanged. For traps the random part is a site energy, and detailed balance keeps its full Boltzmann factor, without a tanh. There the model has another limit: in a small-polaron hop between sites of unequal energy, the saddle is not at a common level but shifts with both site energies. The rate then depends on the destination too, \(\chi\) no longer vanishes, and the trap result in (9) is only an approximation. For site energies \(\varepsilon_i\) with the same \(\sigma\) and Marcus rates proportional to \(\exp[-(4E_0+\varepsilon_j-\varepsilon_i)^2/(16E_0kT)]\), 48×48 cells at 300 K give a trap factor of about 0.175 instead of 0.154. The slope of \(\langle\Delta x^2\rangle\) in equilibrium then also falls with time, by a factor of about 2.1, so a falling slope alone does not prove barriers.

The tanh also flattens the Arrhenius plot on cooling, opposite to the effect of traps. With the prefactor held fixed, the apparent activation energy is \(E_0/\cosh^2(\hbar\omega/4kT)\) for barriers, plus \(\sigma^2/kT\) for traps with a common saddle level. Between 400 and 200 K it falls from 0.156 to 0.082 eV for barriers but stays near 0.23 eV for traps. In this example the traps thus give the straighter line, and the shape of the plot alone does not tell the two apart.

For trap filling, take \(10^{12}\) carriers per cm², or \(c=9\times10^{-4}\) per site. The occupations obey \(n_i/(1-n_i)=\lambda/w_i\), with \(\lambda\) fixed by \(\langle n\rangle=c\), and the exchange rate on a bond is \(w_in_i(1-n_j)=\lambda(1-n_i)(1-n_j)\). Averaging this as a product and assuming a uniform gradient gives an upper estimate in mean field: the trap mobility rises by at most 2.6%.

In a field, let forward and backward rates be multiplied by \(e^{\pm x}\) with \(x=eFa/2kT\). For traps \(\pi_i\propto1/w_i\) remains stationary, since the flow \(\pi_iw_i\) is the same from every site. The velocity is \(2a\sinh x/\langle1/w\rangle\), and the mobility changes by \(\sinh x/x\). At 1 MV/cm, \(x=0.58\) and the factor is 1.06. For barriers, 16 cells of 16×16 sites gave 0.945, a slight decrease. The value scatters by about 0.01 between such sets of cells and falls to about 0.935 in 32×32 cells, so only about 0.94 is established. A possible cause is that the field presses carriers against slow bonds, where they must move backwards or sideways to escape; this is a conjecture that I have not tested.

Finally, the Gaussian law assigns a negative height to a fraction \(3\times10^{-5}\) of the barriers, which is unphysical but rare. The numerical output below lists the computed values used here, except those for Marcus rates, the apparent energies with the tanh, the scatter and averages over many strips, and the scatter and cell-size shift of the field factor.

## Table of computed values

```
spacing a = 0.30 nm, phonon quantum = 0.07 eV
mean barrier E0 = 0.20 eV, width sigma = 0.05 eV
attempt frequency = 1.693e+13 1/s
kT at 300 K = 0.02585 eV, s = sigma/kT = 1.9341
10x10 cell, units a^2 w_g:
 traps: D from decay = 0.06193, harmonic = 0.06194
 barriers: D from decay = 0.81785, network = 0.81786
 traps, uniform start: D early = 4.4612, late = 0.06194
duality: det G = 0.64535, det G* = 1.54955
duality: largest error of G* = G/det G: 1.1e-15
barriers, mean of ln(D/(a^2 w_g)) +- standard error:
 Gaussian, 48x48: -0.0038 +- 0.0045
 Gaussian, 6x6: -0.0161 +- 0.0125
 w = 0.1 or 10, 48x48: +0.0061 +- 0.0134
skewed law, 20% w = 100, 80% w = 1 (units a^2):
 network D = 1.652, geometric mean = 2.512
barriers on strips, D/(a^2 w_g) along the strip:
 width 1: 0.1546
 width 2: 0.5632
 width 4: 0.8897
 width 16: 0.9962
mean current / overall mean, bonds along the gradient:
 slowest tenth 0.0841, fastest tenth 1.968
traps: time share of slowest tenth of sites = 0.7430
at 300 K: w_g = 7.391e+09 1/s, D_trap/D_barrier = 0.1541
 barriers: D = 6.652e-06 cm2/s, mobility = 2.573e-04 cm2/Vs
 traps: D = 1.025e-06 cm2/s, mobility = 3.964e-05 cm2/Vs
at 400 K: w_g = 5.113e+10 1/s, D_trap/D_barrier = 0.3492
 barriers: D = 4.602e-05 cm2/s, mobility = 1.335e-03 cm2/Vs
 traps: D = 1.607e-05 cm2/s, mobility = 4.662e-04 cm2/Vs
apparent activation energy at 300 K: barriers 0.2000 eV, traps 0.2967 eV
neglected effects at 300 K, factors on D or mobility:
 phonon-assisted tunnelling, median rate: 2.715
 trap filling, 1e+12 cm^-2 (9.0e-04 per site): 1.0263
 field 1 MV/cm (eFa/2kT = 0.580): traps 1.057, barriers 0.945
 diagonal hops at 0.1 of median rate: traps 1.200, barriers 1.931
 thick film (fcc), barriers, D over its value at uniform w_g:
  2.540 (10^3 sites), shift from 6^3 sites +0.004
 fraction of negative barriers: 3.2e-05
```
